Locating a channel trap by exchanging source and drain

**Problem**

An n-channel silicon transistor has a uniform channel between x = 0 and x = L, with L = 500 nm. A single oxide trap captures electrons from the channel directly below it and emits them back, so the drain current switches between two levels. At one gate voltage, V_G*, the trap is filled half of the time.

V_G* is measured twice with the same drain bias, V_D = 100 mV. In the normal run the end x = 0 is the grounded source. In the exchanged run the end x = L is the grounded source. In each run the body is tied to the acting source, and all voltages are counted from it. Define

δ = V_G*(normal) − V_G*(exchanged).

The measurement gives δ = +40 mV. With vanishing drain bias the half-filled condition occurs at V_G0 = 0.900 V, which is a = V_G0 − V_T = 0.584 V above the threshold voltage V_T. Where is the trap? What can be said if the magnitude of the shift is known but its sign is not?

**First estimate by scaling**

The trap responds to the state of the silicon and oxide at its own position. If the channel there is raised by a potential V, raising the gate by the same V restores, to a first approximation, the same local voltage across the oxide and the same occupancy. The half-filled gate voltage therefore follows the local channel potential.

The natural scale of the shift is V_D. Write s = x/L and δ = V_D f(s). A trap at x = 0 sits at potential 0 in the normal run and V_D in the exchanged run, so f(0) = −1. At x = L the roles are reversed, so f(1) = +1. Renaming the two ends changes s into 1 − s and reverses the sign of δ, which requires f(1 − s) = −f(s) and hence f(1/2) = 0. The simplest function with these values is the straight line f = 2s − 1. Then

0.40 = 2s − 1, s = 0.70, x = 350 nm.

How far might curvature of the potential spoil this? The mobile charge falls along the channel by a fraction of about V_D/a = 0.17. Since the current is the same everywhere, the field rises by the same fraction. A field that changes by (V_D/L)(V_D/a) over the length L makes the potential sag below a straight line by at most about

V_D²/(8a) = (0.100 V)²/(8 × 0.584 V) ≈ 2 mV.

If the sags of the two runs added, δ would be wrong by about 4 mV. Because dx = L dδ/(2V_D), this would be 10 nm. The scaling estimate is thus 350 nm with a possible curvature error of about 10 nm.

**Exact solution of the strong-inversion model**

*The trap condition.* Let E_T be the energy at which the trap exchanges one electron, and E_F the local electron quasi-Fermi level. For a trap whose filled state has degeneracy g and whose empty state has degeneracy one, the mean capture time τ_c and emission time τ_e obey

τ_c/τ_e = (1/g) exp[(E_T − E_F)/kT].

Half occupancy means τ_c = τ_e, or E_T − E_F = kT ln g. The right side is the same in both runs and can be absorbed in the trap energy.

Let ψ_s be the surface potential relative to the neutral body and V the local channel potential. Electron energies at the surface are lowered by qψ_s, and the quasi-Fermi level is lowered by qV. If the trap lies at a fraction λ of the oxide thickness from the silicon, it is lowered by a further qλV_ox, where

V_ox = V_G − V_FB − ψ_s

is the voltage across the oxide and V_FB the flat-band voltage. With φ = ψ_s − V and all position-independent energies collected in qK, half occupancy requires

K − φ − λ(V_G − V_FB − V − φ) = 0.

In strong inversion φ is nearly pinned. If φ is constant, or more generally a function of V_G − V, the whole condition contains V_G and V through their difference alone. Its root at V = 0 is V_G0, so

V_G* = V_G0 + V.

Under this assumption the trap depth and energy set V_G0 but have dropped out of the shift. The depth returns once body charge is included, as shown below. The same holds for corrections from electron degeneracy or quantum confinement, as far as they too depend on V_G − V.

*Small drain bias.* When V_D is much smaller than a, the channel is a uniform resistor. The trap is at distance sL from the source in the normal run and (1 − s)L in the exchanged run:

V_n = sV_D, V_e = (1 − s)V_D.

Subtracting the two gate voltages removes V_G0:

δ = V_n − V_e = V_D(2s − 1),

x/L = ½(1 + δ/V_D).

*Finite drain bias.* Now let the mobile charge per area have magnitude C_ox u, with u = V_G − V_T − V, where C_ox is the oxide capacitance per area. For constant mobility μ and width W, the drift current is

I = μWC_ox u dV/dx = −½ μWC_ox d(u²)/dx,

because dV = −du at fixed gate voltage. The current does not depend on x, so u² is linear in x.

In the normal run the gate is at V_G* = V_G0 + V_n. Write w = a + V_n. Then u = w at the source, u = w − V_D at the drain, and u = w − V_n = a at the trap. Linear interpolation of u² gives

a² = (1 − s)w² + s(w − V_D)²
= w² − 2swV_D + sV_D².

Adding and subtracting s²V_D² completes the square:

(w − sV_D)² = a² − s(1 − s)V_D².

An inverted drain end means w > V_D, which makes w − sV_D positive and selects the positive root:

V_n = sV_D − a + √[a² − s(1 − s)V_D²].

The exchanged run has the same equation with s replaced by 1 − s. The square root is unchanged by this replacement, so it cancels in the difference:

δ = sV_D − (1 − s)V_D = V_D(2s − 1).

The position formula therefore holds at finite V_D within this charge law, although neither potential profile is a straight line. Inserting the root in w > V_D gives a > V_D√(1 − s) for the normal run, and a > V_D√s for the exchanged run. Here the larger requirement is a > 84 mV, well below 584 mV. Strong inversion also requires u to remain at least several thermal voltages at both ends.

*The answer.* For the measured shift,

x/L = ½(1 + 40/100) = 0.70,

x = 0.70 × 500 nm = 350 nm.

The trap is 350 nm from the normal source. For δ = −40 mV it would be at 0.30L, or 150 nm. The magnitude alone says that the trap is 100 nm from mid-channel, and the sign selects the side. The trap is nearer the end that acts as drain in the run with the higher V_G*.

**Comparison of estimate and solution**

For s = 0.70 the curved part of the potential is

−0.584 V + √[(0.584 V)² − 0.21 × (0.100 V)²] = −1.8 mV.

The local potentials are therefore 68.2 mV and 28.2 mV, instead of 70 mV and 30 mV. The gate voltages are 0.9682 V and 0.9282 V, and they differ by 40.0 mV.

The scaling estimate found the right position and the right size of the sag, but its error of 10 nm assumed that the two sags add. They have the same sign and magnitude, and δ is a difference, so they cancel. A single measurement compared with V_G0 would not have this protection. Reading s = (V_G* − V_G0)/V_D from the normal run gives 0.682, an error of 9 nm.

*When the cancellation is incomplete.* In a bulk transistor the depletion charge also grows with V. A common linear form of the mobile charge is C_ox(V_G − V_T − mV), with body factor m > 1. Keep V_G* = V_G0 + V for the moment. Integrating the charge from source to trap and from source to drain gives

(a + V)V − mV²/2 = s[(a + V)V_D − mV_D²/2].

Set V = sV_D + c, where c is the departure from a straight line, and collect terms:

(m/2)s(1 − s)V_D² + c[a − (m − 1)sV_D] + (1 − m/2)c² = 0.

The last term affects c at order V_D⁴/a³. Through order V_D³,

c = −(m/2)s(1 − s)(V_D²/a)[1 + (m − 1)sV_D/a].

The first term is symmetric under s → 1 − s and cancels. The second leaves

Δδ = −(m/2)(m − 1)s(1 − s)(2s − 1)V_D³/a².

With m = 1.242 this is −0.037 mV. Solving the model numerically gives −0.039 mV. Either value moves the trap by about 0.1 nm.

**Body charge and the trap level**

A larger effect of the depletion charge is that φ is not quite a function of V_G − V. Integrating Poisson's equation from the neutral body to the surface, with acceptor density N_A and Boltzmann electrons, gives

V_ox² = γ²{ψ_s − φ_t + φ_t exp[(ψ_s − 2φ_F − V)/φ_t]}.

Here φ_t = kT/q, φ_F is the Fermi potential of the body, ε_s is the permittivity of silicon and γ = √(2qε_sN_A)/C_ox. The first two terms in the braces come from the depletion charge, the last from the electrons.

Follow the half-filled condition as V changes. It reads V_ox = (K − φ)/λ, so dV_ox = −dφ/λ. Let E = exp[(φ − 2φ_F)/φ_t]. Differentiating the surface equation with ψ_s = V + φ gives

−(2V_ox/λ)dφ = γ²[dV + (1 + E)dφ],

dφ/dV = −γ²/[γ²(1 + E) + 2V_ox/λ].

Since V_G = V_FB + V + φ + V_ox,

dV_G*/dV = 1 + (1 − 1/λ)dφ/dV
= 1 + (1/λ − 1)γ²/[γ²(1 + E) + 2V_ox/λ].

Both factors in the correction are positive for 0 < λ < 1: the gate must move more than the channel. The excess depends on the trap depth and grows towards γ²/(2V_ox), about 0.12 here, as λ → 0. Physically, the extra depletion charge takes part of the oxide field, so ψ_s rises slightly less than V, and φ = ψ_s − V falls a little. The trap level then rises relative to the quasi-Fermi level, and a larger oxide voltage must bring it back.

For a 5 nm oxide, a trap 1 nm from the silicon (λ = 0.2) and N_A = 3×10¹⁷ cm⁻³, this factor is 1.026 near the middle of the bias range. A trap at 0.70L should then show 1.026 × 40 mV = 41.0 mV. A surface-potential calculation that includes drift, diffusion and depletion charge also gives 41.0 mV. Doubling the degeneracy of the filled state at fixed trap energy lowers V_G0 to about 0.83 V and changes the shift to 41.2 mV. If V_G0 is instead held at its measured value, the trap energy absorbs the degeneracy and the shift does not change. In a test of the same model at s = 0.1, 0.3, 0.5, 0.7 and 0.9, with λ = 0.2 and V_G0 = 0.9 V, the simple formula recovered each position to within 0.015L. This bound does not hold for shallower traps or smaller overdrive. At s = 0.9 the error is about 0.018L for λ = 0.1, 0.027L for λ = 0.05 and 0.04L for λ = 0.01, and it is 0.023L for λ = 0.2 at V_G0 = 0.6 V.

**Access resistance and velocity saturation**

Suppose equal resistances at the two ends each drop a fraction r of V_D. To leading order the potential at the trap is

V_n = rV_D + (1 − 2r)sV_D,

and the exchanged run has 1 − s in place of s. The common drop rV_D cancels, but the channel bias is reduced:

δ = (1 − 2r)V_D(2s − 1).

For 200 Ω µm per side and a mobility of 300 cm²/Vs, r = 0.0441. A trap at 0.70L then gives (1 − 0.0882) × 40 mV = 36.5 mV. Read the other way, a measured 40 mV places the trap at

s = ½ + 0.20/(1 − 0.0882) = 0.719.

Velocity saturation acts differently. At small V_D the charge is nearly uniform, so a constant current implies a constant velocity and a constant field. The potential remains linear for any local relation in which the velocity rises steadily with the field, so that each velocity belongs to only one field. With v = μF/(1 + μF/v_sat), F the lateral field and v_sat = 10⁷ cm/s, μV_D/(Lv_sat) is 0.06, and the inferred position remains 0.700.

The corrections do not simply add. Body charge alone gives s = 0.695 and access resistance alone gives 0.719. Adding the changes would give 0.714, whereas the calculation with all three effects gives 0.708, or 354 nm. The difference comes from the channel resistance. In the surface-potential model ψ_s rises beyond 2φ_F, leaving less mobile charge than C_ox a. The inversion density of 1.90×10¹² cm⁻² corresponds to about 0.44 V of effective overdrive instead of 0.584 V. Velocity saturation raises the channel resistance by a further 6 percent. Both reduce the share of V_D lost in the access regions. The ratio of one access resistance to the channel resistance becomes

[0.0441/(1 − 0.0882)] × (0.44/0.584)/1.06 ≈ 0.034,

so r ≈ 0.034/(1 + 0.068) ≈ 0.032. Combining this with the body-charge factor gives

s ≈ ½ + 0.20/[1.026 × (1 − 0.064)] = 0.708,

which accounts for the combined result.

**A second case: weak inversion**

Now take a different, idealised transistor with negligible depletion charge, and a trap that is half filled below threshold. There is then almost no charge in the silicon, so ψ_s follows the gate one for one and the mobile charge varies as exp[(V_G − V)/φ_t]. Since φ depends on V_G − V alone, V_G* = V_G0 + V still holds, but the quasi-Fermi potential is far from linear. In the bulk transistor above, depletion charge would make the gate move noticeably more than the channel, and the numbers below would change. Integrating the charge over V gives

1 − exp(−V/φ_t) = s[1 − exp(−V_D/φ_t)],

V = −φ_t ln[1 − s + s exp(−V_D/φ_t)].

At 300 K, φ_t = 25.85 mV. For s = 0.70 the two potentials are about 30 mV and 9 mV, so δ is 21 mV rather than 40 mV. The strong-inversion formula would misplace this trap at 0.605L.

The weak-inversion result can be inverted. Let e = exp(−V_D/φ_t) and R = exp(δ/φ_t). Subtracting the potentials of the two runs gives

R = [s + (1 − s)e]/[1 − s + se].

Multiplying out and collecting s,

s = (R − e)/[(1 + R)(1 − e)].

For δ = 40 mV, R = 4.70 and e = 0.021, which gives s = 0.84. The same reading thus means 0.70L in strong inversion and 0.84L in this weak-inversion limit. When V_D is much smaller than φ_t, expanding the exponentials restores V = sV_D and the linear formula.

**The voltage reference and the precision**

The formula requires each gate voltage to be referred to the acting source. Suppose instead that both are referred to the terminal at x = 0. In the exchanged run this terminal is at +V_D, so its recorded gate voltage is V_G*(exchanged) − V_D. The recorded difference becomes

δ + V_D = 2sV_D.

A difference of 40 mV would then mean s = 0.20.

The crossing must also be measured precisely. At V_G0 the trap energy, relative to the quasi-Fermi level, falls by 0.257 eV per volt on the gate. A change of 40 mV alters τ_c/τ_e by a factor of about

exp(0.257 × 40/25.85) = 1.49.

For N independent, exponentially distributed capture times, the mean has relative variance 1/N, and the same holds for the emission times. For large N, ln(τ_c/τ_e) therefore has standard error √(2/N). Dividing by the slope of this logarithm with gate voltage and combining two independent runs gives

σ_δ = 2φ_t/(0.257√N).

A standard error of 2 mV needs about 10,000 pairs of times in each run, if the slope is known and the data are taken near the crossing. The resulting position error is

σ_x = Lσ_δ/(2V_D) = 500 nm × 2/(2 × 100) = 5 nm.

**The model beside a real transistor**

The parameters are rough values for a bulk silicon transistor with a silicon dioxide gate insulator. The oxide field is 1.8 MV/cm, below the rough 10 MV/cm at which good thin oxide breaks down. For a rectangular barrier of 3.1 eV and an electron mass of half the free mass, tunnelling from the trap favours the channel over the gate by well over ten powers of ten, which supports the neglect of gate exchange. The electron density is 0.46 of the thermal density of the lowest two-dimensional valley pair, so classical Boltzmann statistics are approximate. With quantum confinement and Fermi statistics, at the same gate voltage, the inversion density falls from 1.90 to about 1.6×10¹² cm⁻². The slope of the trap energy rises from 0.257 to about 0.31 eV/V, the pairs needed fall from 10,000 to about 7,000, and the factor 1.026 becomes about 1.022. The inferred position changes little. Real channels break the assumption of uniformity through random dopants and other charges. In a one-dimensional channel with small V_D, the method then finds the fraction of channel resistance between source and trap, not the fraction of length. If the half next to the normal source had 10 percent more resistance per length than the other half, 70 percent of the resistance would lie at (0.70 × 1.05 − 0.55) + 0.50 = 0.685 of the length. This moves the answer by about 8 nm. Current that winds around obstacles across the width requires a two-dimensional calculation. The numerical output lists the values of the classical model for λ = 0.2.

Computed values

```
Drain bias: 100.0 mV
Shift, normal minus exchanged: 40.0 mV
Position x/L, positive shift: 0.700
Position x/L, negative shift: 0.300
Channel length: 500 nm
Distance from normal source: 350.0 nm
Temperature: 300 K
Thermal voltage: 25.85 mV
Oxide thickness: 5.0 nm
Trap depth from channel: 1.0 nm
Acceptor density: 3.0e+17 cm^-3
Flat-band voltage: -1.005 V
Body coefficient gamma: 0.457 V^0.5
Body factor m: 1.242
Threshold voltage: 0.316 V
Zero-bias crossing V_G0: 0.900 V
Overdrive a at that crossing: 0.584 V
Trap level above E_C at flat band: 0.185 eV
Ideal crossing, normal: 0.9682 V
Ideal crossing, exchanged: 0.9282 V
Common curvature term: -1.80 mV
Body-factor change of shift: -0.0388 mV
Same from leading formula: -0.0371 mV
Follow factor dV_G*/dV: 1.0263
Full-model shift at x/L = 0.7: 40.99 mV
Same, trap degeneracy 2: 41.16 mV
Weak-inversion shift at 0.7: 20.94 mV
x/L if gate uses fixed terminal: 0.200
Mobility: 300 cm2/Vs
Saturation velocity: 1.0e+07 cm/s
Access resistance per side: 200 ohm um
Bias fraction lost per side r: 0.0441
Shift with access resistance: 36.50 mV
Velocity parameter sat*V_D: 0.060
Inferred x/L, body charge: 0.6952
Inferred x/L, access resistance: 0.7192
Inferred x/L, velocity saturation: 0.7000
Inferred x/L, all three: 0.7082
Position, all three: 354.1 nm
Trap energy slope per gate volt: 0.257 eV/V
Time-ratio factor for the shift: 1.489
Assumed standard error of shift: 2.0 mV
Resulting position error: 5.0 nm
Time pairs needed in each run: 10089
Oxide field: 1.79 MV/cm
Inversion density: 1.90e+12 cm^-2
Density / 2D thermal density: 0.462
log10 channel/gate tunnel rate: 16.6
```
